\section*{Rejection-Free Kinetic Monte Carlo for Epitaxial Growth: Sampling, Balance and Errors}

\section{Definitions and conventions}

A crystal surface is described by integer column heights $h_i\ge 0$ on a periodic square lattice of $L\times L$ sites, with $L\ge3$. The substrate, $h=0$, is immobile. Overhangs and vacancies are excluded (the solid-on-solid model). A configuration of all heights is a state $s$, and its energy is
\begin{equation}
H(s)=-E_N\sum_{\langle ij\rangle}\min(h_i,h_j),
\label{H}
\end{equation}
where the sum runs over nearest-neighbour pairs and counts lateral bonds, each of strength $E_N>0$.

The top atom of a column $i$ with $h_i\ge1$ may hop to any of the four neighbouring columns $j$. It starts at level $h_i$ and ends at level $h_j+1$. Its rate in that one direction is
\begin{equation}
r(i\to j)=\nu\exp\!\left[-\frac{E_S+n_iE_N+\chi_{ij}E_{ES}}{k_BT}\right],
\label{rate}
\end{equation}
where $\nu$ is the attempt rate, $E_S$ the terrace barrier, $n_i$ the number of neighbours $k$ of $i$ with $h_k\ge h_i$, and $E_{ES}$ an extra barrier for changing level. The indicator $\chi_{ij}$ is 1 if $h_j+1\ne h_i$, whether the atom moves up or down, and 0 otherwise. The rate of an unbonded atom on a terrace is $k_0=\nu e^{-E_S/k_BT}$. Atoms arrive at each site at rate $F$ and do not desorb. Energies are in eV, times in s, and $F$ is in monolayers per second.

\section{Competing events}

In a fixed state let the possible events have rates $r_e$, with sum $R=\sum_e r_e$. Each event is a memoryless clock: in a short step $\delta$ it fires with probability $r_e\delta$, independently of the past and of the other clocks. The probability that none has fired after $m=t/\delta$ steps is
\begin{equation}
\Big[\prod_e(1-r_e\delta)\Big]^{t/\delta}
=\exp\Big[\frac t\delta\sum_e\ln(1-r_e\delta)\Big]
\longrightarrow e^{-Rt}\qquad(\delta\to0),
\end{equation}
because $\ln(1-r_e\delta)=-r_e\delta+O(\delta^2)$. The first event is $e$ and falls between $t$ and $t+dt$ if all clocks are silent until $t$ and $e$ then fires:
\begin{equation}
P(e,t)\,dt=e^{-Rt}r_e\,dt=\frac{r_e}{R}\;\big(Re^{-Rt}\big)dt .
\label{joint}
\end{equation}
The factorization gives three results: the event has probability $r_e/R$, the waiting time is exponential with mean $1/R$, and the two are independent. If $u$ is uniform on $[0,1)$, the waiting time is
\begin{equation}
\tau=-\frac{\ln(1-u)}{R},\qquad
P(\tau>t)=P(1-u<e^{-Rt})=e^{-Rt}.
\end{equation}

A finite step makes two errors of order $R\delta$. The second-order term of the logarithm changes the survival probability by the relative amount $-t\delta\sum_er_e^2/2$, even for a single clock, and the step cannot order events that fall inside it. Two given clocks fire in the same step with probability $r_er_f\delta^2$ to leading order, while some clock fires with probability $R\delta$. The fraction of first firings that are ambiguous is therefore $\delta\sum_{e<f}r_er_f/R$. For rates 3, 1 and 0.5 s$^{-1}$ we have $R=4.5$ s$^{-1}$ and $\sum_{e<f}r_er_f=5$ s$^{-2}$. With $R\delta=10^{-4}$ the fraction is $10^{-4}\times5/4.5^2=2.5\times10^{-5}$. Summing the step probabilities explicitly gives 0.6667, 0.2222 and 0.1111 for the three clocks, equal to $r_e/R$ to the digits shown. Restricted to times before $0.5/R$, the sums are 0.2623, 0.0874 and 0.0437. These are the same numbers multiplied by $1-e^{-0.5}=0.3935$, as independence requires.

\section{The algorithm}

Equation (\ref{rate}) has few distinct values: $n$ runs from 0 to 4, and the atom may stay level, rise or descend. Hops are therefore kept in 15 lists, where class $c$ has $N_c$ members of common rate $k_c$. Three of the lists stay empty, because an atom with $n=0$ cannot rise and one with $n=4$ can only rise. (Rising and descending hops have equal rates here, but separate lists allow them to be made unequal.) The total rate is
\begin{equation}
R=FL^2+\sum_cN_ck_c .
\end{equation}
One cycle consists of the following operations.
\begin{enumerate}
\item Draw $\tau$ from the current $R$ and advance the clock.
\item Choose deposition with probability $FL^2/R$, or class $c$ with probability $N_ck_c/R$.
\item Choose a site, or a member of the class, uniformly. A given hop then has probability $(N_ck_c/R)(1/N_c)=k_c/R$, as (\ref{joint}) demands.
\item Change the heights and update the lists.
\end{enumerate}
The rate of a hop starting at $x$ depends on $h_x$ and the heights of the four neighbours of $x$. A hop from $i$ to $j$ thus affects hops that start at $i$, at $j$ or at their neighbours: at most 8 sites and 32 hops, whatever the size of the lattice.

To see the selection at work, 40 atoms were dropped at random on $8\times8$ sites and the surface was frozen. The parameters were $\nu=10^{13}$ s$^{-1}$, $E_S=0.85$ eV, $E_N=0.25$ eV, $E_{ES}=0.05$ eV and $F=0.02\,k_0$, at an artificial temperature of 2500 K, where $E_N/k_BT=1.160$. The frequencies of 60\,000 selections were compared with probabilities whose bond costs came from differences of (\ref{H}) instead of neighbour counts. A chi-square test gave $p=0.41$, where $p$ is the probability of a discrepancy at least this large if the law holds.

\subsection{Relation to a scheme with rejection}

Suppose there are $M$ conceivable events, none faster than $b$. A rejection scheme makes trials at rate $R_{\max}=Mb$, picks one of the $M$ uniformly and accepts it with probability $r_e/b$. A trial succeeds with probability $\alpha=\sum_e r_e/(Mb)=R/R_{\max}$. The time of the $m$th trial has a gamma density, so the waiting time for the first success has density
\begin{align}
f(t)&=\sum_{m=1}^{\infty}\alpha(1-\alpha)^{m-1}
\frac{R_{\max}^{m}t^{m-1}}{(m-1)!}e^{-R_{\max}t}\nonumber\\
&=\alpha R_{\max}e^{-R_{\max}t}e^{(1-\alpha)R_{\max}t}=Re^{-Rt}.
\end{align}
Both schemes sample the same process; the one with rejection needs $R_{\max}/R$ trials per event on average. On the frozen surface $M=5\times64=320$, $b=k_0=1.93\times10^{11}$ s$^{-1}$ and $R=6.727\times10^{12}$ s$^{-1}$, which predicts $320\times0.0193/0.6727=9.2$ trials. A simulation of 300\,000 trials needed 9.13 per event. A Kolmogorov--Smirnov comparison of its 32\,847 waiting times with $Re^{-Rt}$ gave $p=0.09$, which is no significant deviation.

\section{Master equation and transient errors}

An exponential time has no memory, so the probability of leaving $s$ in the next $dt$ is $R(s)dt$ however long the system has been there. Adding arrivals and subtracting departures gives
\begin{equation}
\frac{dp_s}{dt}=\sum_{s'\ne s}r(s'\to s)p_{s'}-R(s)p_s ,
\label{master}
\end{equation}
or $\dot p=Gp$, with solution $p(t)=e^{Gt}p(0)$.

A case small enough for a matrix exponential is four atoms on $3\times3$ sites without deposition. It has $\binom{12}{4}=495$ states. Start with all four atoms in one column. The top atom has no lateral bonds and must descend, so at 2500 K
\begin{equation}
R_0=4k_0e^{-E_{ES}/k_BT}=6.13\times10^{11}\ \mathrm{s^{-1}}.
\end{equation}
At $t=0.8/R_0$ the chance of never having left is $e^{-0.8}=0.449$. The matrix exponential gives 0.460 for the probability of being in the initial state; the difference, 0.011, is the probability of having left and returned. Among 4000 simulated trajectories the fraction was 0.461, with binomial standard error $\sqrt{0.46\times0.54/4000}=0.008$.

If the random wait is replaced by its mean $1/R$, no trajectory can leave before $1/R_0$, and the probability at $0.8/R_0$ becomes 1. This is a systematic error of 0.54, which more trajectories cannot reduce. It fades once many events have occurred: the total variation error in the distribution of bond numbers is about 0.06 at $4/R_0$ and about 0.01 at $10/R_0$.

\section{Detailed balance without deposition}

Correct sampling of (\ref{master}) does not by itself imply detailed balance, which is a property of the rates. Split a hop into removal of the atom from $i$ and its addition at $j$. Removal changes the bond between $i$ and a neighbour $k$ by
\begin{equation}
\min(h_i,h_k)-\min(h_i-1,h_k)=
\begin{cases}1,&h_k\ge h_i,\\0,&h_k<h_i,\end{cases}
\end{equation}
so the energy rises by $n_iE_N$. Let $n_j'$ be the number of lateral neighbours of the atom once it sits on $j$. Addition lowers the energy by $n_j'E_N$. Hence
\begin{equation}
\Delta H=H(s')-H(s)=(n_i-n_j')E_N .
\end{equation}
The reverse hop starts with $n_j'$ bonds and passes through the same surface with one atom removed. Its level change is the opposite one, so $\chi$ has the same value. Dividing the two rates cancels $\nu$, $E_S$ and $\chi E_{ES}$:
\begin{equation}
\frac{r(s\to s')}{r(s'\to s)}
=e^{-(n_i-n_j')E_N/k_BT}=e^{-\Delta H/k_BT}.
\end{equation}
With $\pi(s)=e^{-H(s)/k_BT}/Z$, where $Z$ normalizes, this reads
\begin{equation}
\pi(s)r(s\to s')=\pi(s')r(s'\to s).
\end{equation}
Gain and loss in (\ref{master}) then cancel pair by pair, and $\pi$ is stationary. It is the unique stationary law at fixed atom number, because successive hops can carry top atoms to any column and so connect all states.

For the 495 states, solving $Gp=0$ with $\sum_s p_s=1$ as a linear system reproduces $\pi$ with a largest relative error of $10^{-11}$, at the level of rounding.

\subsection{A step barrier in one direction}

Now let the extra barrier act on descending hops alone, and write $g=e^{-E_{ES}/k_BT}$. Take three mutually adjacent columns in a row of the $3\times3$ lattice, with heights $(2,1,1)$, and follow the cycle
\begin{equation}
(2,1,1)\to(3,1,0)\to(2,2,0)\to(2,1,1).
\end{equation}
The moving atom rises from level 1 to 3, then descends from 3 to 2, then from 2 to 1. The product of rates contains $g^2$. The reverse cycle has two rises and one descent and contains $g$. The bond factors cancel, since $H$ returns to its initial value, so the products differ by the factor $g$. Under detailed balance they would be equal, because every $\pi(s)$ cancels around a closed cycle. On larger lattices the columns can be taken from a $2\times2$ block, with one additional level hop through its empty corner, and the conclusion stands.

The size of the violation can be bounded. Let $J_{ss'}=p_sr(s\to s')$ be the stationary flow. Around the cycle the logarithms $a=\ln(J_{ss'}/J_{s's})$ sum to $-E_{ES}/k_BT=-0.232$, so at least one of the three has $|a|\ge0.077$. The relative net flow on that link obeys
\begin{equation}
\frac{|J_{ss'}-J_{s's}|}{J_{ss'}+J_{s's}}=\tanh\frac{|a|}{2}\ge0.038 .
\end{equation}
The numerical stationary solution has a largest value of 0.067 over all links, against $5\times10^{-12}$ for the symmetric barrier. Its total variation distance from the Boltzmann law, $\frac12\sum_s|p_s-\pi(s)|$, is 0.057.

\section{Averages and their statistical errors}

In a long run the system leaves $s$ at the average rate $\pi(s)R(s)$. Counting events therefore samples $\pi R/\sum\pi R$, and weighting each visit by its duration restores $\pi$. A run of 100\,000 events for the four atoms gave the following probabilities for the number of bonds.
\begin{center}
\begin{tabular}{ccccc}
bonds & $\pi$ & time-weighted & $\propto\pi R$ & counted\\
0&0.009&0.009&0.022&0.021\\
1&0.053&0.053&0.112&0.112\\
2&0.200&0.200&0.328&0.328\\
3&0.202&0.203&0.221&0.220\\
4&0.536&0.535&0.317&0.319
\end{tabular}
\end{center}
Event counting underestimates the most strongly bonded states by $0.536-0.317=0.22$, since they are left slowly. This bias does not shrink with the length of the run.

For an observable $A$ with time average $\sum_mA_m\tau_m/\sum_m\tau_m$, the leading error is $\sum_m(A_m-\langle A\rangle)\tau_m/\sum_m\tau_m$. Given the path, the $\tau_m$ are independent with mean $1/R_m$ and variance $1/R_m^2$. Splitting the variance of the numerator into the part from the path and the part from the waits gives
\begin{equation}
\mathrm{Var}\Big[\sum_m\frac{A_m-\langle A\rangle}{R_m}\Big]
+\Big\langle\sum_m\frac{(A_m-\langle A\rangle)^2}{R_m^2}\Big\rangle .
\end{equation}
Using $1/R_m$ as the weight removes the second term and leaves the limit unchanged. The mean wait is thus the better weight for stationary averages, although as a clock it is wrong for transients that span only a few events. The first term includes correlations between successive states, so an error bar must allow for them, for example by using blocks longer than the correlation time or independent runs.

\section{Growth}

With deposition, a state acquires an extra atom at rate $F$ per site, and the reverse rate is zero. Detailed balance is lost, and the growing film has no stationary height distribution.

The arrivals nevertheless stay simple. Let $q_s(t)$ be the probability of being in $s$ with no arrival since $t=0$. Then $\dot q=G_{\rm hop}q-FL^2q$. Hops conserve probability, so the columns of $G_{\rm hop}$ sum to zero, and $Q=\sum_sq_s$ obeys $\dot Q=-FL^2Q$. Intervals between arrivals are exponential with rate $FL^2$, although $R$ can change whenever an atom hops.

\subsection{The limit without hopping}

Drop $N=L^2$ atoms at random. The height variance is $W^2=N^{-1}\sum_ih_i^2-1$. Since $\sum_ih_i^2=N+2C$, where $C$ is the number of pairs of atoms sharing a column, $W^2=2C/N$. Each of the $N(N-1)/2$ pairs coincides with probability $1/N$, and these coincidences are pairwise independent. Therefore
\begin{align}
\langle W^2\rangle&=\frac2N\,\frac{N-1}{2}=1-\frac1N,\\
\mathrm{Var}\,W^2&=\frac4{N^2}\,\frac{N(N-1)}2\,\frac1N\Big(1-\frac1N\Big)\simeq\frac2N .
\end{align}
For $N=576$ the mean of three runs should be $0.998$ with standard error $\sqrt{2/(3\times576)}=0.034$. The simulation gave 1.043, which is 1.3 standard errors higher. The bare fraction was 0.377, against $(1-1/N)^N\simeq e^{-1}=0.368$.

\subsection{One monolayer in the regime of Rh(100)}

The energies and $\nu$ given above are rough typical values for homoepitaxy on Rh(100). The flux is $F=0.05$ monolayer/s and the layer spacing about 0.19 nm. One monolayer was grown on $24\times24$ sites, three times at each temperature, with all other settings fixed. Errors are standard errors from the three runs and are themselves uncertain by about half.
\begin{center}
\begin{tabular}{cccccc}
$T$ (K)&$k_0/F$&$W^2$&bare&events&trials/event\\
300&1.05&$0.99\pm0.04$&0.37&687&4.6\\
350&115&$0.50\pm0.02$&0.24&2419&112\\
400&3904&$0.26\pm0.04$&0.13&9608&896
\end{tabular}
\end{center}
The rms roughness falls from 0.19 nm at 300 K to 0.13 and 0.10 nm. Each run contains 576 arrivals, so the hops per atom are $(687-576)/576=0.19$ at 300 K, and 3.2 and 16 at the higher temperatures. At 300 K three runs cannot distinguish the height variance and the bare fraction from those of random deposition. This does not show that the few hops have no effect: a reduction of several per cent would be hidden by the statistical errors. Long series of runs show such a reduction: $W^2=0.943\pm0.001$ at 300 K, 5.5\% below random deposition. They give $0.540\pm0.003$ at 350 K and $0.260\pm0.004$ at 400 K, where $40\times40$ sites give $0.257\pm0.004$.

The last column is the cost of a rejection scheme with separate bounds, $k_0$ for each hop and $F$ for each arrival. Trials are then drawn in proportion to these bounds, and $R_{\max}=L^2(4k_0+F)$. At 400 K this is $576\times781=4.5\times10^5$ s$^{-1}$. A nominal duration of 20 s would give $9.0\times10^6/9608=936$ trials per event. The value 896 reflects runs that were 4\% shorter than nominal on average; the expected scatter for 1728 random arrivals is $1/\sqrt{1728}=2.4\%$. The number of events also scatters: over many runs its mean at 400 K is about 8900, so the typical cost is about 1000 trials per event.

\subsection{Model errors}

The sampling is free of time-step error, so the physical error lies in the rates and rules. The rule for landing matters most at low temperature. On a real fcc(100) surface an atom rests in a fourfold hollow, and one that lands beside a step can slide down. If each arriving atom moves to the lowest of its site and the four neighbours, $W^2$ at 300 K drops from 0.99 to $0.26\pm0.01$. At 400 K it changes from $0.26\pm0.04$ to $0.17\pm0.01$, about two standard errors. The strong roughening at 300 K is thus a result of the landing rule, and should not be expected of a real film on which atoms slide.

A barrier error $\delta E$ multiplies the hop rate by $e^{-\delta E/k_BT}$. Raising $E_S$ by 0.05 eV at 400 K divides the rate by 4.3 and gives $W^2=0.37\pm0.02$. The shift of 0.11 is 2.3 combined standard errors, so three runs fix its size poorly; about a hundred runs give a shift of 0.09. The step barrier, also a rough value, matters more: at 400 K, $W^2$ is about 0.13 for $E_{ES}=0$ and 0.47 for $E_{ES}=0.10$ eV, against 0.26 for 0.05 eV.

Motion along island edges may be too slow in the model, because the barrier contains the full bond energy even when the atom stays attached to the edge. An edge atom with one lateral bond makes $k_0e^{-E_N/k_BT}/F=2.8$ hops per direction in the time of one monolayer at 400 K. If its barrier equalled the terrace barrier, it would make 3904. This could alter island shapes and $W^2$; neither effect was computed. Exchange hops and long jumps are also omitted.

Two other effects are small at 400 K. The leading Wigner tunnelling correction, with $\nu$ taken as the barrier frequency, is $(h\nu/k_BT)^2/24=6\%$ of the hop rate. This choice is generous: a sinusoidal barrier of 0.85 eV over the hop length of 0.269 nm gives a Rh atom a barrier frequency of $2.4\times10^{12}$ s$^{-1}$ and a correction of 0.3\%. For a rough binding energy of 4 eV, the expected number of desorptions per adatom during one monolayer is $\nu e^{-4\,\mathrm{eV}/k_BT}/F\approx10^{-36}$, which justifies growth without desorption.
